# Density of States of a Two-Dimensional Band with Rashba Coupling: a program that tests the result

```python
"""
Density of states (DOS) of a two-dimensional band with Rashba coupling.
H = hbar^2 k^2/(2m) + alpha*(sigma_x*ky - sigma_y*kx)
Result under test, with k0 = m*alpha/hbar^2, E_R = m*alpha^2/(2 hbar^2),
D0 = m/(pi*hbar^2), and energy E measured from the crossing at k = 0:
  D = D0*sqrt(E_R/(E+E_R)) for -E_R < E < 0,   D = D0 for E > 0.
beta is the linear Dresselhaus coupling, used only to size its effect.
Internal units: eV and nm. Material parameters are rough typical values
for an InAs quantum-well channel.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

# Inputs
mass_ratio = 0.03
alpha = 0.03              # eV nm
well_width = 10.0         # nm
sheet_density = 1.0e12    # cm^-2
mobility = 2.0e4          # cm^2/Vs
gap = 0.36                # eV
permittivity = 15.0
gamma_bulk = 0.03         # eV nm^3

hbar2_over_m = const.hbar**2 / (mass_ratio * const.m_e * const.e) * 1e18
k0 = alpha / hbar2_over_m
E_R = alpha**2 / (2 * hbar2_over_m)
D0 = 1 / (np.pi * hbar2_over_m)       # eV^-1 nm^-2
beta = gamma_bulk * (np.pi / well_width)**2


def bands(kx, ky, a=alpha, b=0.0):
    """Eigenvalues of the 2x2 Hamiltonian, lower branch first."""
    kx, ky = np.broadcast_arrays(kx, ky)
    field_x = a * ky + b * kx
    field_y = -a * kx - b * ky
    h = np.zeros(kx.shape + (2, 2), dtype=complex)
    kinetic = hbar2_over_m * (kx**2 + ky**2) / 2
    h[..., 0, 0] = kinetic
    h[..., 1, 1] = kinetic
    h[..., 0, 1] = field_x - 1j * field_y
    h[..., 1, 0] = field_x + 1j * field_y
    return np.linalg.eigvalsh(h)


def dos_formula(E):
    if E < -E_R:
        return 0.0
    return D0 * np.sqrt(E_R / (E + E_R)) if E < 0 else D0


def density_formula(E):
    if E < 0:
        return 2 * D0 * np.sqrt(E_R * (E + E_R))
    return D0 * (E + 2 * E_R)


# Branch energies at random wavevectors, and the position of the minimum
rng = np.random.default_rng(4)
kx, ky = rng.uniform(-3 * k0, 3 * k0, (2, 200))
k = np.hypot(kx, ky)
shifted = np.stack([hbar2_over_m * (k - k0)**2 / 2 - E_R,
                    hbar2_over_m * (k + k0)**2 / 2 - E_R], axis=-1)
assert np.allclose(bands(kx, ky), shifted, rtol=0, atol=1e-10 * E_R)
found = minimize_scalar(lambda s: bands(s * k0, 0.0)[0] / E_R,
                        bounds=(0.1, 3), method="bounded")
assert abs(found.x - 1) < 1e-4 and abs(found.fun + 1) < 1e-7


# Count states on a k grid; the tolerances cover lattice counting noise
def grid_energies(points, a):
    step = 8 * k0 / points
    x = -4 * k0 + (np.arange(points) + 0.3) * step
    y = -4 * k0 + (np.arange(points) + 0.6) * step
    levels = bands(x[:, None], y[None, :], a).ravel()
    return np.sort(levels), step**2 / (4 * np.pi**2)


levels, weight = grid_energies(1000, alpha)


def counted(E):
    return np.searchsorted(levels, E) * weight


for f in (-0.9, -0.5, 0.0, 0.5, 2.5):
    assert abs(counted(f * E_R) / density_formula(f * E_R) - 1) < 5e-3
for f in (-0.7, -0.4, 0.5, 2.0):
    window = 0.05 * E_R
    slope = (counted(f * E_R + window) - counted(f * E_R - window))
    assert abs(slope / (2 * window) / dos_formula(f * E_R) - 1) < 0.02
power_ring = np.log(counted(-0.9 * E_R) / counted(-0.999 * E_R)) / np.log(100)
assert abs(power_ring - 0.5) < 0.01

# Control without spin-orbit coupling: the count is linear in energy
plain, plain_weight = grid_energies(500, 0.0)
low, high = np.searchsorted(plain, [0.5 * E_R, 5 * E_R])
power_plain = np.log(high / low) / np.log(10)
assert abs(power_plain - 1) < 0.01
assert abs(high * plain_weight / (5 * E_R * D0) - 1) < 0.01


# DOS from numerically found energy contours and finite-difference slopes
def dos_contours(E):
    radii = np.linspace(1e-4, 5, 5001) * k0
    energies = bands(radii, 0.0)
    total, h = 0.0, 1e-5 * k0
    for branch in (0, 1):
        above = energies[:, branch] > E
        for i in np.flatnonzero(above[1:] != above[:-1]):
            root = brentq(lambda r: bands(r, 0.0)[branch] - E,
                          radii[i], radii[i + 1], xtol=1e-15)
            rise = bands(root + h, 0.0)[branch] - bands(root - h, 0.0)[branch]
            total += root / (2 * np.pi * abs(rise / (2 * h)))
    return total


for f in (-1.1, -0.9999, -0.99, -0.9, -0.5, -0.01, 0.01, 2.5):
    assert abs(dos_contours(f * E_R) - dos_formula(f * E_R)) < 1e-4 * D0
left_slope = (dos_contours(-0.01 * E_R) - dos_contours(-0.02 * E_R)) \
    / (0.01 * E_R)
assert abs(left_slope / (-D0 / (2 * E_R)) - 1) < 0.03
n_ring = 2 * D0 * E_R
assert abs(n_ring / (k0**2 / np.pi) - 1) < 1e-12

# Dresselhaus coupling: direction-dependent ring energy
ring_spread = 2 * alpha * beta / hbar2_over_m
angles = np.linspace(0, np.pi, 181)
radii = np.linspace(0.7, 1.3, 1201) * k0
lower = bands(radii[:, None] * np.cos(angles), radii[:, None] * np.sin(angles),
              alpha, beta)[..., 0]
valley = lower.min(axis=0)
assert abs((valley.max() - valley.min()) / ring_spread - 1) < 1e-3
assert abs(angles[valley.argmin()] - np.pi / 4) < 1e-6

# Finite step at the two minima, by counting states around one of them
bottom = -(alpha + beta)**2 / (2 * hbar2_over_m)
centre = (alpha + beta) / hbar2_over_m / np.sqrt(2)
side = 0.5 * k0
offset = ((np.arange(400) + 0.5) / 400 - 0.5) * side
local = bands(centre + offset[:, None], centre + offset[None, :],
              alpha, beta)[..., 0]
height = 0.02 * ring_spread
states = 2 * np.sum(local < bottom + height) * (side / 400)**2 / (4 * np.pi**2)
step_ratio = (alpha + beta) / (2 * np.sqrt(alpha * beta))
# The tolerance covers the finite height of the counted region
assert abs(states / height / (D0 * step_ratio) - 1) < 0.03

# Logarithm at the saddle points, from the average over directions
theta = 2 * np.pi * (np.arange(200000) + 0.5) / 200000
depth = (alpha**2 + beta**2 + 2 * alpha * beta * np.sin(2 * theta)) \
    / (2 * hbar2_over_m)
saddle_depth = (alpha - beta)**2 / (2 * hbar2_over_m)


def direction_average(rise):
    return np.mean(np.sqrt(depth / (depth - saddle_depth + rise)))


log_slope = (direction_average(1e-5 * ring_spread)
             - direction_average(1e-4 * ring_spread)) / np.log(10)
log_expected = (alpha - beta) / (2 * np.pi * np.sqrt(alpha * beta))
assert abs(log_slope / log_expected - 1) < 0.02

# DOS averaged over energy, in units of D0
nodes, node_weights = np.polynomial.legendre.leggauss(400)
u = (nodes + 1) / 2 * np.sqrt(E_R)
u_weights = node_weights / 2 * np.sqrt(E_R)


def smeared(E, width, thermal):
    E = np.atleast_1d(E)
    z = (u[None, :]**2 - E_R - E[:, None]) / width
    if thermal:
        kernel = expit(z) * expit(-z) / width
        plateau = expit(E / width)
    else:
        kernel = 1 / (np.pi * width * (1 + z**2))
        plateau = 0.5 + np.arctan(E / width) / np.pi
    return 2 * np.sqrt(E_R) * (kernel @ u_weights) + plateau


kB = const.k / const.e
kT_cold, kT_4, kT_room = kB * 0.3, kB * 4.0, kB * 300.0
tau = mobility * 1e-4 * mass_ratio * const.m_e / const.e
linewidth = const.hbar / (2 * tau * const.e)
mobility_needed = mobility * linewidth / E_R
energies = np.linspace(-0.001, 0.020, 4001)
curve_cold = smeared(energies, kT_cold, True)
peak_cold = curve_cold.max()
peak_4 = smeared(energies, kT_4, True).max()
peak_disorder = smeared(energies, linewidth, False).max()
assert peak_cold > 1.2
assert peak_4 <= 1 + 1e-6 and peak_disorder <= 1 + 1e-6

# Thermal average against the derivative of the k-space electron density
mu = energies[curve_cold.argmax()]
radial = np.linspace(0, 4 * k0, 20001)
radial_bands = bands(radial, 0.0)


def thermal_density(mu_value):
    filling = expit((mu_value - radial_bands) / kT_cold).sum(axis=1)
    return trapezoid(radial * filling, radial) / (2 * np.pi)


dmu = 1e-3 * kT_cold
derivative = (thermal_density(mu + dmu) - thermal_density(mu - dmu)) / (2 * dmu)
assert abs(derivative / (D0 * peak_cold) - 1) < 1e-3

# Operating density, nonparabolicity, next subband, Coulomb energy
n_nm = sheet_density * 1e-14
fermi_parabolic = n_nm / D0 - 2 * E_R
assert abs(density_formula(fermi_parabolic) / n_nm - 1) < 1e-12


def fermi_kane(n):
    return brentq(lambda E: D0 * E * (1 + E / gap) - n, 0, 2)


dn = 1e-4 * n_nm
kane_factor = 2 * dn / (fermi_kane(n_nm + dn) - fermi_kane(n_nm - dn)) / D0
assert abs(kane_factor / (1 + 2 * fermi_kane(n_nm) / gap) - 1) < 1e-5
subband_gap = 3 * np.pi**2 * hbar2_over_m / (2 * well_width**2)
spacing = 1 / np.sqrt(np.pi * n_ring)
coulomb = const.e / (4 * np.pi * const.epsilon_0 * permittivity
                     * spacing * 1e-9)
assert subband_gap > fermi_parabolic


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


print("INPUTS (rough typical InAs well)")
show("mass / electron mass", mass_ratio)
show("Rashba alpha", alpha, "eV nm")
show("well width", well_width, "nm")
show("sheet density", sheet_density, "cm^-2", ".2e")
show("mobility", mobility, "cm^2/Vs", ".0f")
show("band gap", gap, "eV")
show("relative permittivity", permittivity)
show("bulk Dresselhaus coefficient", gamma_bulk, "eV nm^3")
print("IDEAL MODEL")
show("hbar^2/m", hbar2_over_m, "eV nm^2")
show("ring radius k0", k0, "nm^-1")
show("ring depth E_R", E_R * 1e3, "meV")
show("plateau DOS D0", D0 * 1e14, "eV^-1 cm^-2", ".3e")
show("density filling ring region", n_ring * 1e14, "cm^-2", ".3e")
for f in (0.0001, 0.01, 0.1, 0.5):
    show(f"D/D0 at {f:g} E_R above minimum", dos_formula((f - 1) * E_R) / D0)
show("DOS at 0.01 E_R above minimum", dos_formula(-0.99 * E_R) * 1e14,
     "eV^-1 cm^-2", ".3e")
print("NUMERICAL CHECKS")
show("counted-state power, with Rashba", power_ring, "", ".3f")
show("counted-state power, without Rashba", power_plain, "", ".3f")
show("contour D/D0 at 0.0001 E_R", dos_contours(-0.9999 * E_R) / D0)
show("left slope at E=0 times E_R/D0", left_slope * E_R / D0, "", ".3f")
print("NEGLECTED EFFECTS")
show("kT at 0.3 K", kT_cold * 1e3, "meV")
show("kT at 4 K", kT_4 * 1e3, "meV")
show("kT at 300 K", kT_room * 1e3, "meV")
show("largest thermal D/D0, 0.3 K", peak_cold, "", ".3f")
show("largest thermal D/D0 in window, 4 K", peak_4, "", ".3f")
show("scattering time", tau * 1e12, "ps")
show("broadening half-width", linewidth * 1e3, "meV")
show("largest broadened D/D0 in window", peak_disorder, "", ".3f")
show("energy window upper end", energies[-1] * 1e3, "meV")
show("mobility for half-width = E_R", mobility_needed, "cm^2/Vs", ".3g")
show("Dresselhaus beta", beta, "eV nm")
show("ring energy spread", ring_spread * 1e3, "meV")
show("bottom step D/D0 with beta", step_ratio, "", ".3f")
show("saddle log coefficient / D0", log_expected, "", ".3f")
show("electron spacing at ring filling", spacing, "nm", ".3g")
show("Coulomb energy at that spacing", coulomb * 1e3, "meV", ".3g")
show("Fermi energy, parabolic", fermi_parabolic * 1e3, "meV")
show("Fermi energy, nonparabolic", fermi_kane(n_nm) * 1e3, "meV")
show("nonparabolic DOS factor there", kane_factor, "", ".3f")
show("second-subband spacing", subband_gap * 1e3, "meV", ".3g")
print("finished without a failed check")
```

Running it gives:

```
INPUTS (rough typical InAs well)
mass / electron mass: 0.03
Rashba alpha: 0.03 eV nm
well width: 10 nm
sheet density: 1.00e+12 cm^-2
mobility: 20000 cm^2/Vs
band gap: 0.36 eV
relative permittivity: 15
bulk Dresselhaus coefficient: 0.03 eV nm^3
IDEAL MODEL
hbar^2/m: 2.54 eV nm^2
ring radius k0: 0.01181 nm^-1
ring depth E_R: 0.1772 meV
plateau DOS D0: 1.253e+13 eV^-1 cm^-2
density filling ring region: 4.440e+09 cm^-2
D/D0 at 0.0001 E_R above minimum: 100
D/D0 at 0.01 E_R above minimum: 10
D/D0 at 0.1 E_R above minimum: 3.162
D/D0 at 0.5 E_R above minimum: 1.414
DOS at 0.01 E_R above minimum: 1.253e+14 eV^-1 cm^-2
NUMERICAL CHECKS
counted-state power, with Rashba: 0.500
counted-state power, without Rashba: 1.000
contour D/D0 at 0.0001 E_R: 100
left slope at E=0 times E_R/D0: -0.511
NEGLECTED EFFECTS
kT at 0.3 K: 0.02585 meV
kT at 4 K: 0.3447 meV
kT at 300 K: 25.85 meV
largest thermal D/D0, 0.3 K: 2.071
largest thermal D/D0 in window, 4 K: 1.000
scattering time: 0.3411 ps
broadening half-width: 0.9647 meV
largest broadened D/D0 in window: 0.985
energy window upper end: 20 meV
mobility for half-width = E_R: 1.09e+05 cm^2/Vs
Dresselhaus beta: 0.002961 eV nm
ring energy spread: 0.06994 meV
bottom step D/D0 with beta: 1.749
saddle log coefficient / D0: 0.457
electron spacing at ring filling: 84.7 nm
Coulomb energy at that spacing: 1.13 meV
Fermi energy, parabolic: 79.44 meV
Fermi energy, nonparabolic: 67.24 meV
nonparabolic DOS factor there: 1.374
second-subband spacing: 376 meV
finished without a failed check
```
